# Referee's Comment on Inferring Adsorbate Tilt from a Polar-Angle Histogram

## The argument under review

The manuscript considers carbon monoxide left on a ruthenium surface by a carbonyl precursor. Its argument has four steps.

1. The energy is lowest when the molecular axis stands along the surface normal, and it rises as $U=\kappa\theta^2/2$ with the polar angle $\theta$ between axis and normal.
2. In thermal equilibrium low energy means high probability, so the most probable polar angle must be zero.
3. A histogram of polar angles at 400 K has its maximum away from zero.
4. Hence the energy in step 1 must be wrong: the molecule is adsorbed in a tilted geometry, whose angle is the histogram's maximum and whose stiffness is the curvature of $-k_BT\ln p$ there.

Steps 1 and 3 can both be true. The fault is in step 2, which passes from the probability of a direction to the probability of a polar angle as if they were the same quantity. What does the energy in step 1 predict for the histogram?

## What is being counted

I take the model the manuscript implies. The adsorbate is a rigid unit that pivots about a fixed anchor with constant moment of inertia $I$. The azimuth $\phi$ is free, the stiffness $\kappa$ (in eV/rad$^2$) is the same in every tilt direction, and the motion is classical. Neighbouring molecules are ignored.

When $\theta$ changes, the tip of a unit vector along the axis moves at speed $\dot\theta$. When $\phi$ changes, it moves on a circle of radius $\sin\theta$, at speed $\sin\theta\,\dot\phi$. The kinetic energy is therefore

$$K=\tfrac12 I\left(\dot\theta^2+\sin^2\theta\,\dot\phi^2\right).$$

The momenta are $p_\theta=\partial K/\partial\dot\theta=I\dot\theta$ and $p_\phi=\partial K/\partial\dot\phi=I\sin^2\theta\,\dot\phi$, so that

$$K=\frac{p_\theta^2}{2I}+\frac{p_\phi^2}{2I\sin^2\theta}.$$

In classical equilibrium the probability of a phase-space element $d\theta\,d\phi\,dp_\theta\,dp_\phi$ is proportional to its size times the Boltzmann weight $e^{-(K+U)/k_BT}$, with no further factor. The histogram does not record momenta, so they are integrated out. Each integral is Gaussian:

$$\int e^{-K/k_BT}dp_\theta\,dp_\phi=\sqrt{2\pi Ik_BT}\;\sqrt{2\pi I\sin^2\theta\,k_BT}=2\pi Ik_BT\,\sin\theta .$$

The integral over $\phi$ adds a constant, which leaves

$$p(\theta)\propto \sin\theta\;e^{-\kappa\theta^2/2k_BT}.$$

The factor $\sin\theta$ also has a geometric reading. Directions with polar angle between $\theta$ and $\theta+d\theta$ form a ring on the unit sphere, of circumference $2\pi\sin\theta$ and area $2\pi\sin\theta\,d\theta$. Each direction in the ring has weight $e^{-U/k_BT}$, and the ring shrinks to a point at $\theta=0$.

Two statements are thus true together. The probability per unit solid angle is greatest for the upright direction. The probability per unit polar angle vanishes there. The maximum of a density depends on the variable used: with $u=\cos\theta$, for which $|du|=\sin\theta\,d\theta$, the density is $p(\theta)/\sin\theta\propto e^{-U/k_BT}$, and its maximum is at $u=1$, the upright position.

## Where the histogram should peak

Write $t=k_BT/\kappa$, a number in rad$^2$. Then

$$\ln p=\ln\sin\theta-\frac{\theta^2}{2t}+\text{constant},\qquad \frac{d\ln p}{d\theta}=\cot\theta-\frac{\theta}{t}.$$

Setting the derivative to zero gives

$$\theta_*\tan\theta_*=t .$$

Between $0$ and $\pi/2$ the left side rises steadily from zero to infinity, so there is one solution. The derivative is positive below it and negative above it, so it is a maximum. Beyond $\pi/2$ the cotangent is negative, and no second maximum can occur.

For a stiff tilt, $t\ll1$, use $\tan\theta=\theta+\theta^3/3+\dots$:

$$\theta_*^2+\tfrac13\theta_*^4=t .$$

To leading order $\theta_*^2=t$. Putting this into the small quartic term gives $\theta_*^2=t-t^2/3$, and the square root is

$$\theta_*=\sqrt{\frac{k_BT}{\kappa}}\left(1-\frac t6+\dots\right).$$

The peak marks a balance: moving outwards, the ring grows in proportion to $\theta$ while the Boltzmann factor falls. No force holds the molecule at $\theta_*$; the mechanical torque there, $-\kappa\theta_*$, points back to the normal.

For the numbers I take $\kappa=1.5$ eV/rad$^2$ and 400 K, where $k_BT=34.47$ meV. Then

$$t=\frac{0.03447}{1.5}=0.02298\ \text{rad}^2,\qquad \sqrt t=0.1516\ \text{rad}=8.69^\circ .$$

The correction lowers this by $t/6$, or 0.4%, to $8.65^\circ$. Direct maximization of the full density also gives $8.65^\circ$. An adsorbate whose energy minimum is upright therefore has a histogram that peaks almost nine degrees away from upright.

## The rest of the distribution

For small angles $\sin\theta\simeq\theta$. Since $\int_0^\infty\theta e^{-\theta^2/2t}d\theta=t$, the normalized law is

$$p(\theta)=\frac{\theta}{t}\,e^{-\theta^2/2t}.$$

Substitute $s=\theta^2/2t$, so that $ds=\theta\,d\theta/t$ and the density of $s$ is $e^{-s}$. The averages follow:

- Mean angle: $\sqrt{2t}\int_0^\infty s^{1/2}e^{-s}ds=\sqrt{2t}\,\sqrt\pi/2=\sqrt{\pi t/2}$.
- Mean square angle: $2t\int_0^\infty s\,e^{-s}ds=2t$.
- Median: $1-e^{-s}=1/2$ gives $s=\ln2$, hence $\theta=\sqrt{2t\ln2}$.
- Fraction below the peak: $\theta=\sqrt t$ means $s=1/2$, so the fraction is $1-e^{-1/2}$, about 39%.

The full density gives a median of $10.2^\circ$, a mean of $10.8^\circ$, a root-mean-square angle of $12.2^\circ$ and 39.3% below the peak. A reported "typical tilt" has to say which of these it is.

The mean tilt energy is $\kappa(2t)/2=k_BT$, or $k_BT/2$ for each of two perpendicular tilt directions. The full density gives 34.2 meV, slightly below $k_BT$, because $\sin\theta<\theta$ reduces the weight of large angles. The energy at the peak angle is about $k_BT/2$, here 17.1 meV. The most frequently recorded polar angle is thus not the angle of lowest energy.

## Reading a histogram correctly

I sampled the model without using the formula for $p(\theta)$. Three million isotropic directions were built from normally distributed Cartesian components, and each was weighted by $e^{-U/k_BT}$. The bins are $\sqrt t/2$ wide. The sampling error is about 1.4% of the value in the first row and below 1% in the others.

| Range (deg) | Share (%) | Share per solid angle (1/sr) |
|---|---:|---:|
| 0.00–4.34 | 12.1 | 6.73 |
| 4.34–8.69 | 27.6 | 5.10 |
| 8.69–13.03 | 28.3 | 3.15 |
| 13.03–17.37 | 18.7 | 1.50 |
| 17.37–21.71 | 9.0 | 0.57 |
| 21.71–26.06 | 3.2 | 0.17 |

The second column reproduces the manuscript's observation. The third falls steadily from the normal outwards, as it must when the energy rises steadily with tilt. The first two rows show how this happens. At small angles the area between $a$ and $b$ is $\pi(b^2-a^2)$, so the second ring has three times the area of the first. Its share per solid angle is lower by the factor $5.10/6.73=0.76$. The product, $3\times0.76=2.3$, is the ratio of the shares, $27.6/12.1$.

Bin width matters too. If the first three rows are merged into one bin from zero to $13.03^\circ$, it holds 68.0%, against 30.9% in the next three rows together. The histogram then has its maximum in the first bin. Neither the presence nor the absence of a maximum in the first bin settles the adsorption geometry.

The stiffness can be recovered from the third column. Compare the first and fifth rows:

$$\Delta U\simeq k_BT\ln\frac{6.73}{0.57}=34.47\times2.47=85\ \text{meV}.$$

The area average of $\theta^2$ over a narrow ring is $(a^2+b^2)/2$. With edges at multiples of $\sqrt t/2$, this is $t/8$ for the first row and $(4+6.25)t/2=5.125\,t$ for the fifth. The difference is $5t=0.115$ rad$^2$, so

$$\kappa\simeq\frac{2\times0.085}{0.115}=1.48\ \text{eV/rad}^2,$$

close to the input value of 1.5. The finite width of the bins lowers the estimate: with exact bin values the same steps give 1.47. Sampling noise works the other way here, since the first row lies about 2.5% above its exact values of 11.8% and 6.56 per sr.

The manuscript's step 4 instead takes the curvature of $F(\theta)=-k_BT\ln p$. From the density,

$$F=\frac{\kappa\theta^2}2-k_BT\ln\sin\theta+\text{constant},\quad F'=\kappa\theta-k_BT\cot\theta,\quad F''=\kappa+\frac{k_BT}{\sin^2\theta}.$$

At the peak $\sin^2\theta_*\simeq t=k_BT/\kappa$, so the second term is close to $\kappa$ and $F''\simeq2\kappa$. The printed curvature is 3.02 eV/rad$^2$, against a true stiffness of 1.5. The procedure therefore reports a tilt that is not there and a stiffness twice too large. Dividing $p$ by $\sin\theta$ before taking the logarithm cures both errors.

A genuinely tilted minimum can be recognized if the azimuth is free and the tilt is well defined. Suppose that near its minimum $U=\kappa(\theta-\theta_0)^2/2$ with $\theta_0>0$. The density per solid angle then has its maximum at $\theta_0$, not at zero. The polar-angle peak obeys $\theta-\theta_0=t\cot\theta$, so it tends to $\theta_0$ as $t\to0$. For the upright molecule the classical peak instead goes to zero as $\sqrt T$.

A tilt towards particular surface directions is harder to see, because the histogram averages over the azimuth. For a single tilted minimum, small angles and equal stiffness in both directions about that minimum, the averaged density per solid angle is proportional to $e^{-\theta^2/2t}I_0(\theta\theta_0/t)$, where $I_0(z)=1+z^2/4+\dots$ is a modified Bessel function. Near zero this varies as $1-\theta^2/2t+\theta^2\theta_0^2/4t^2$, so its maximum stays at zero as long as $\theta_0<\sqrt{2t}$, here $12.3^\circ$. A steady fall from zero therefore does not exclude a smaller directed tilt. In the classical range, lowering the temperature reduces this limit. The limit does not apply to a molecule that hops among three or more equivalent tilted minima on a symmetric site, with the upright position a smooth hilltop between them. The averaged density then rises from zero, but by no more than a factor $e^{h/k_BT}$, where $h$ is the height of the hilltop above the minima. If $h\ll k_BT$, the rise can be lost in the statistical error.

## Does the conclusion depend on the quadratic energy?

Two other energies have the same stiffness at zero tilt. For $U=\kappa(1-\cos\theta)$ the peak condition is $\cot\theta=\sin\theta/t$, or $\sin^2\theta=t\cos\theta$. Expanding both sides,

$$\theta^2-\tfrac13\theta^4=t-\tfrac12t\theta^2 .$$

Setting $\theta^2=t$ in the small terms gives $\theta^2=t+t^2/3-t^2/2=t-t^2/6$, hence $\theta_*=\sqrt t\,(1-t/12)$.

For $U=\tfrac12\kappa\sin^2\theta$ the condition is $\cot\theta=\sin\theta\cos\theta/t$. Away from $\cos\theta=0$ it reduces to $\sin^2\theta_*=t$, which has a solution if $t<1$.

The two peaks are at $8.67^\circ$ and $8.72^\circ$, against $8.65^\circ$ for the quadratic energy. At this stiffness and temperature the choice among the three shapes matters by less than $0.1^\circ$.

The small-angle formula does fail for a soft tilt. With $\kappa=0.05$ eV/rad$^2$ at the same temperature, $\sqrt t$ is $47.6^\circ$, while the full quadratic model peaks at $42.7^\circ$; the simple formula is 11% too high relative to the full result. In the limit $t\to\infty$ write $\theta_*=\pi/2-\epsilon$. Then $\tan\theta_*\simeq1/\epsilon$ and $\epsilon\simeq\pi/2t$, so the peak approaches $90^\circ$, as for directions with no preference. A real molecule would meet the surface at such angles, and the quadratic energy would no longer describe it.

## Does it need equal stiffness in all directions?

Let the stiffness be $\kappa_x$ along one surface direction and $\kappa_y\ge\kappa_x$ along the perpendicular one. At azimuth $\phi$,

$$\kappa_x\cos^2\phi+\kappa_y\sin^2\phi=\frac{\kappa_x+\kappa_y}2-\frac{\kappa_y-\kappa_x}2\cos2\phi .$$

The average of $e^{z\cos2\phi}$ over a full turn is the modified Bessel function $I_0(z)$. Therefore

$$p(\theta)\propto\sin\theta\,\exp\!\left[-\frac{(\kappa_x+\kappa_y)\theta^2}{4k_BT}\right]I_0(z),\qquad z=\frac{(\kappa_y-\kappa_x)\theta^2}{4k_BT}.$$

For stiffnesses $\bar\kappa(1\mp\delta)$ with small $\delta$, and with $t=k_BT/\bar\kappa$, one has $z=\delta\theta^2/2t$ and $\ln I_0(z)\simeq z^2/4=\delta^2\theta^4/16t^2$. The small-angle peak condition becomes

$$\frac1\theta-\frac\theta t+\frac{\delta^2\theta^3}{4t^2}=0 .$$

Setting $\theta^2=t$ in the last term gives $1/\theta^2=(1-\delta^2/4)/t$, so $\theta_*\simeq\sqrt t\,(1+\delta^2/8)$. The first-order effects of the softer and stiffer directions cancel. With 1.2 and 1.8 eV/rad$^2$, $\delta=0.2$ and the predicted shift is 0.5%; the printed peak moves from $8.65^\circ$ to $8.70^\circ$ at fixed mean stiffness.

Strong inequality is another matter. With the softer stiffness held at 1.5 eV/rad$^2$, the peak is at $4.14^\circ$, $1.51^\circ$ and $0.49^\circ$ for stiffness ratios of 10, 100 and 1000. When $\kappa_y\gg\kappa_x$, the soft energy is negligible near the peak, and $p\propto\theta e^{-z}I_0(z)$ with $z\simeq\kappa_y\theta^2/4k_BT$. Its maximum lies at a fixed $z$, so $\theta_*$ falls as $\kappa_y^{-1/2}$. The last two values differ by a factor of 3.1, close to $\sqrt{10}$.

In the limit of a hinge that turns in one plane, the signed tilt $\psi$ is the sole coordinate. Its kinetic energy $p_\psi^2/2I$ gives no angular factor, and $p(\psi)\propto e^{-\kappa\psi^2/2k_BT}$ peaks at zero. Step 2 of the manuscript would be right for such a hinge. It fails for an axis with two free tilt directions.

## Does quantum motion change the answer?

For small tilts each Cartesian component $x$ of the tilt is an oscillator with $\omega=\sqrt{\kappa/I}$. Write $x=\ell(a+a^\dagger)$, where $\ell^2=\hbar/2I\omega=\hbar\omega/2\kappa$ and $[a,a^\dagger]=1$. Let $\rho$ be the normalized thermal operator, $q=e^{-\hbar\omega/k_BT}$, $E=e^{ikx}$ and $C(k)=\mathrm{Tr}(\rho E)$, the Fourier transform of the density of $x$.

Since $a$ removes one quantum, $a\rho=q\rho a$. Cyclic order in the trace gives $\mathrm{Tr}(\rho Ea)=\mathrm{Tr}(a\rho E)=q\,\mathrm{Tr}(\rho aE)$. Also $[a,E]=ik\ell E$. Subtracting the two orders,

$$(1-q)\,\mathrm{Tr}(\rho aE)=ik\ell C .$$

For $a^\dagger$ the same steps with $q\to1/q$ and $[a^\dagger,E]=-ik\ell E$ give $\mathrm{Tr}(\rho a^\dagger E)=ik\ell Cq/(1-q)$. Hence

$$\frac{dC}{dk}=i\ell\,\mathrm{Tr}\big[\rho(a+a^\dagger)E\big]=-k\,\ell^2\,\frac{1+q}{1-q}\,C .$$

The solution is $C=e^{-vk^2/2}$, so the density is Gaussian with variance

$$v=\frac{\hbar\omega}{2\kappa}\coth\frac{\hbar\omega}{2k_BT}.$$

The two components are independent, and the small-angle peak is at $\sqrt v$ in place of $\sqrt t$.

For a metal–carbon distance of 0.190 nm and a carbon–oxygen distance of 0.115 nm, the oxygen atom is 0.305 nm from the anchor. In atomic mass units,

$$I=12.011(0.190)^2+15.999(0.305)^2=1.922\ \text{u nm}^2 ,$$

which gives $\hbar\omega=5.71$ meV. This is well below $k_BT$ at 400 K, and the small-angle peak moves by $0.01^\circ$. At 10 K the classical formula gives $1.37^\circ$ and the quantum one $2.50^\circ$. The latter already equals, to the digits shown, the zero-temperature value $\sqrt{\hbar\omega/2\kappa}$. Cooling does not bring the peak to zero, and a small residual angle at low temperature is not by itself evidence of a tilted minimum.

## The real adsorbate

The parameters are rough values for upright carbon monoxide on ruthenium at low coverage, where the soft lateral mode lies at a few meV; the model's 5.7 meV is in that range. For these parameters the assumption of rigidity has a noticeable cost. The carbon–oxygen bond also wags about the line from the anchor to the molecule's centre of mass. If the histogram records the bond direction, this motion adds to the tilt. I treat it as an independent oscillator with a rough quantum of 50 meV and the moment of inertia of the free molecule about its centre of mass. The variance formula then gives 0.0074 rad$^2$ per component. Variances of independent components add, so

$$\theta_*\simeq\sqrt{0.02298+0.00743}=0.174\ \text{rad}=10.0^\circ ,$$

15% above the rigid value of $8.7^\circ$. The two motions are coupled in the real molecule, so this is only an estimate of size: a harmonic chain of anchor, carbon and oxygen with the same two quanta, and with the bend at the carbon stiffer than the tilt at the anchor, puts the peak at $10.8^\circ$, 25% above the rigid value. With a rough desorption barrier of 1.5 eV and a rough prefactor of $10^{15}$ s$^{-1}$, the residence time at 400 K is about $8\times10^3$ s, against a tilt period of 0.72 ps. There is ample time to equilibrate, even though an error of 0.1 eV in the barrier changes the residence time by a factor of about 18. Hops between adsorption sites are left out: the fixed anchor assumes that the molecule spends many tilt periods on one site before it moves. Crowding by neighbours at high coverage is not included either and could change the tilt energy itself.

## Recommendation

The histogram does not support the claim of a tilted geometry. The histogram should be divided by the solid angle of each bin, and the angle recorded should be defined as that of the bond or of the line from the anchor to the centre of mass. If the result still has a maximum away from the normal, beyond its statistical error, the case for a tilted minimum can be reopened. If it falls steadily from zero, the data are consistent with an upright energy minimum, although a small tilt towards particular surface directions is not excluded. For an upright molecule in the classical range, as here at 400 K, the tilt stiffness should be taken from the corrected density of the line from the anchor to the centre of mass. This holds when the bend at the carbon is stiffer than the tilt at the anchor, and it yields an effective stiffness of the nearly rigid unit: in the chain described above it gives 1.51 eV/rad$^2$, while the spring at the anchor is about 1.6. At low temperature zero-point motion broadens this density, and the same procedure gives too low a stiffness. The bond direction also contains the wag, which would make the stiffness appear too low.

## Calculated quantities

```
tilt stiffness kappa: 1.50 eV/rad^2
temperature: 400 K
thermal energy kT: 34.47 meV
t = kT/kappa: 0.02298 rad^2
sqrt(kT/kappa): 0.1516 rad
sqrt(kT/kappa): 8.685 deg
peak with -t/6 correction: 8.652 deg
peak from full density: 8.652 deg
median angle: 10.19 deg
mean angle: 10.84 deg
rms angle: 12.24 deg
fraction below peak: 39.3 %
mean tilt energy: 34.21 meV
energy at peak: 17.10 meV
apparent stiffness from -kT ln p: 3.023 eV/rad^2
sampled bins: range deg, share %, share per solid angle 1/sr
  0.00-4.34, 12.1, 6.73
  4.34-8.69, 27.6, 5.10
  8.69-13.03, 28.3, 3.15
  13.03-17.37, 18.7, 1.50
  17.37-21.71, 9.0, 0.57
  21.71-26.06, 3.2, 0.17
peak, kappa(1-cos) energy: 8.669 deg
peak, kappa sin^2/2 energy: 8.719 deg
unequal stiffnesses: 1.2, 1.8 eV/rad^2
peak, unequal stiffnesses: 8.70 deg
peak, stiffness ratio 10: 4.14 deg
peak, stiffness ratio 100: 1.51 deg
peak, stiffness ratio 1000: 0.49 deg
metal-carbon distance: 0.190 nm
carbon-oxygen distance: 0.115 nm
moment of inertia: 1.922 u nm^2
tilt quantum: 5.71 meV
quantum small-angle peak, 400 K: 8.695 deg
low temperature for comparison: 10 K
classical small-angle peak, cold: 1.37 deg
quantum small-angle peak, cold: 2.50 deg
zero-temperature quantum peak: 2.50 deg
assumed wag quantum: 50 meV
wag variance per component: 0.00743 rad^2
bond-angle peak with wag: 9.99 deg
increase of peak by wag: 15.0 %
soft tilt stiffness: 0.05 eV/rad^2
soft tilt, sqrt formula: 47.6 deg
soft tilt, full peak: 42.7 deg
assumed desorption barrier: 1.5 eV
assumed desorption prefactor: 1e+15 1/s
residence time: 7.9e+03 s
tilt period: 0.72 ps
```
